Photon count for a 20 percent underdose margin at seven sigma

**1. The situation**

A lithographic exposure prints a very large number of nominally identical small features, such as contact holes. Each receives the same mean dose, but light is absorbed in whole photons, and the number absorbed in one feature differs from that in its neighbour. A feature that happens to absorb too few photons does not develop properly. With 10¹⁰ features, even an event of probability 10⁻¹⁰ is expected once, so the margin against underdose must cover rare fluctuations.

Suppose that a feature still prints when its dose falls short of the mean by less than 20 percent, and fails at a shortfall of 20 percent or more. How many photons must it absorb on average for this limit to lie seven standard deviations below the mean? In a Gaussian count model the answer is 1225, or about 1200. These notes derive that value, then find the first correction that arises because photon counts are Poisson distributed.

The 20 percent limit is a chosen failure criterion. The mean dose is taken to be on target, features are taken to be independent, and blur between features, inhomogeneity of the resist and noise in development are left out.

**2. The variance of the absorbed count**

Let the number m of photons incident on a feature be Poisson distributed with mean M, and let each be absorbed independently with probability f. The probability of absorbing n photons is a sum over all m ≥ n:

P(n) = Σₘ e^(−M) (M^m / m!) · [m! / (n! (m−n)!)] fⁿ (1−f)^(m−n).

The factor m! cancels. With l = m − n, the powers of M split as M^m = Mⁿ M^l, and

P(n) = e^(−M) [(fM)ⁿ / n!] Σₗ [M(1−f)]^l / l!.

The remaining sum is e^(M(1−f)). Writing N = fM gives

P(n) = e^(−N) Nⁿ / n!.

The absorbed count is therefore again Poisson distributed, with mean N. Its variance follows from

⟨n(n−1)⟩ = Σₙ e^(−N) Nⁿ / (n−2)! = N²,

so that

Var n = ⟨n(n−1)⟩ + ⟨n⟩ − ⟨n⟩² = N² + N − N² = N.

The standard deviation is √N and the relative noise is 1/√N.

**3. What "effective" means**

The resist responds to the chemical events that photons cause, for example the release of acid molecules. Let absorbed photon i produce gᵢ acids, with the gᵢ independent of one another and of n. The signal is S = g₁ + … + gₙ.

For fixed n, the square S² contains n terms gᵢ² and n(n−1) products of different yields. Averaging over the yields and then over n gives

⟨S⟩ = N⟨g⟩,

⟨S²⟩ = ⟨n⟩⟨g²⟩ + ⟨n(n−1)⟩⟨g⟩² = N⟨g²⟩ + N²⟨g⟩².

Subtracting ⟨S⟩² leaves

Var S = N⟨g²⟩.

The effective count is defined as the Poisson mean that would have the same relative noise:

N_eff = ⟨S⟩² / Var S = N ⟨g⟩² / ⟨g²⟩.

Since ⟨g²⟩ ≥ ⟨g⟩², the effective count cannot exceed the absorbed count. The two are equal when every photon has the same yield. If the yield is itself Poisson distributed with mean G, then ⟨g²⟩ = G² + G, and

N_eff = N / (1 + 1/G).

A large mean yield removes most of the additional noise in this model, but it cannot bring the relative noise below 1/√N. A later amplification step that is linear in the acid count multiplies the signal and the photon noise together.

**4. The Gaussian estimate**

Let δ be the tolerated fractional underdose and k the required number of standard deviations. In units of the effective count, the distance from the mean to the failure limit is δN_eff and the standard deviation is √N_eff. The requirement is

δ N_eff = k √N_eff.

Dividing by δ√N_eff and squaring gives

N_eff = (k/δ)².

For k = 7 and δ = 0.20,

N_eff = (7/0.20)² = 35² = 1225.

The standard deviation is then 35 photons, or 2.857 percent of the mean, and the failure limit lies at 1225 − 7 × 35 = 980 photons.

The quadratic dependence is the main practical content of the formula. Tightening the tolerated underdose to 10 percent at seven standard deviations raises the requirement to 4900. Keeping 20 percent but accepting six standard deviations lowers it to 900.

The failure probability in this model is the one-sided Gaussian tail

Q(k) = ∫ₖ^∞ φ(x) dx, with φ(x) = e^(−x²/2) / √(2π).

Its form for large k will be needed below. Because φ′(x) = −xφ(x), the integrand can be written as −φ′(x)/x, and integration by parts gives

Q(k) = φ(k)/k − ∫ₖ^∞ φ(x)/x² dx.

The same step applied to the last integral gives φ(k)/k³ at leading order, so

Q(k) ≈ [φ(k)/k] (1 − 1/k²).

At k = 7 the numerical value is Q = 1.280 × 10⁻¹².

**5. The Poisson tail**

The central limit theorem justifies a Gaussian shape near the mean when N is large. Seven standard deviations is far from the mean, and there the shape must be examined separately. Take first a fixed yield, so that N_eff = N and the count is Poisson distributed. Let the failure limit a = (1−δ)N be an integer, with the limit itself counted as a failure.

The probability of the count a is e^(−N) N^a / a!. Stirling's formula, a! ≈ √(2πa) (a/e)^a, gives

ln P(a) ≈ −N + a ln N − a ln a + a − ½ ln(2πa).

Since ln N − ln a = −ln(1−δ) and a − N = −δN,

P(a) ≈ e^(−N I) / √(2π(1−δ)N), with I = (1−δ) ln(1−δ) + δ.

The tail also contains all smaller counts. Going down from a by j photons multiplies the probability by

a(a−1)…(a−j+1) / N^j.

At leading order each factor is a/N = 1 − δ, and the sum over j is a geometric series:

Σⱼ (1−δ)^j = 1/δ.

The lower tail is therefore

P(n ≤ a) ≈ e^(−N I) / [δ √(2π(1−δ)N)].   (A)

The error of this step can be estimated. With r = 1 − δ, the product of j factors is r^j [1 − j(j−1)/(2a) + …]. Using Σⱼ j(j−1) r^j = 2r²/(1−r)³ and a = rN, the relative change of the sum is

−δ · [1/(2rN)] · [2r²/δ³] = −(1−δ)/(Nδ²).

For the present values this is −0.8/49, or about −1.6 percent. Formula (A) gives 2.366 × 10⁻¹³ and the term-by-term sum gives 2.329 × 10⁻¹³. The formula is too high by 1.6 percent of the summed value, in agreement with the estimate.

**6. Where the Gaussian and Poisson exponents part**

Insert ln(1−δ) = −δ − δ²/2 − δ³/3 − δ⁴/4 − … into I. Multiplication by (1−δ) gives

(1−δ) ln(1−δ) = −δ + δ²/2 + δ³/6 + δ⁴/12 + …,

and hence

I = (δ²/2) (1 + δ/3 + δ²/6 + …).

The first term is the Gaussian exponent. The next makes the Poisson lower tail fall faster. At N = 1225 the Gaussian exponent is 24.500 and the Poisson exponent is 26.319. A relative correction of about 7 percent in the exponent is multiplied by a large number before it is exponentiated, so it changes the probability by a substantial factor. The exponents alone would give a ratio of e^(1.819) ≈ 6.2. The prefactors also differ, and with them the Gaussian tail is 5.50 times the Poisson lower tail.

This is why a correction can be large for the probability and small for the required count. The count enters the exponent linearly, so a modest change in N compensates for a large change in the tail.

**7. The first correction to the count**

The question is now posed at fixed probability: which Poisson mean N gives a lower tail equal to Q(k)? Write

N = (k²/δ²)(1 + η),

where η is small when δ is small. Equate the logarithms of (A) and of the leading Gaussian form φ(k)/k. The common factor √(2π) cancels, and

N I + ½ ln(Nδ²) + ½ ln(1−δ) = k²/2 + ln k.

To first order in δ and η the three terms on the left are

N I ≈ (k²/2)(1 + η + δ/3),

½ ln(Nδ²) ≈ ln k + η/2,

½ ln(1−δ) ≈ −δ/2.

The terms k²/2 and ln k cancel against the right side. What remains is

(k²/2)(η + δ/3) + η/2 − δ/2 = 0.

Multiplying by 2 and collecting η gives

η (k² + 1) = δ − k²δ/3 = −(δ/3)(k² − 3),

so

η = −(δ/3) (k² − 3)/(k² + 1).

Both tail forms dropped a relative correction: −1/k² for the Gaussian and −(1−δ)/(Nδ²) for the Poisson tail. With Nδ² ≈ k² these agree up to a difference of order δ/k². Dividing by the coefficient of η, which is about k²/2, shows that their effect on η is of order δ/k⁴. To the accuracy kept, the fraction may therefore be expanded for large k:

(k² − 3)/(k² + 1) ≈ 1 − 4/k².

The corrected requirement is

N ≈ k²/δ² − (k² − 4)/(3δ).   (B)

For k = 7 and δ = 0.20,

N ≈ 1225 − 45/0.60 = 1225 − 75 = 1150.

Direct summation of the Poisson tail also gives 1150. That search ran over multiples of five, so the agreement holds only to within that step. The mean need not be an integer: taking N = a/0.8 for every integer limit a, in steps of 1.25, the first value to reach Q(7) is 1147.5. The next term of the exponent supports this. Solving (1+η)(1 + δ/3 + δ²/6) = 1 to second order gives η = −δ/3 − δ²/18, and the last term changes the count by −k²/18, or about −3 photons.

The Gaussian requirement is thus about 7 percent higher than the Poisson one at equal failure probability. The rounded value 1200 lies within about 5 percent of both, and the last two digits of 1225 should not be given physical meaning.

**8. The second case: overdose**

Some features fail by receiving too much light, for instance when a contact hole grows so wide that it merges with its neighbour. Let the limit be b = (1+δ)N, again an integer and counted as a failure. Stirling's formula gives, by the same steps,

P(b) ≈ e^(−N J) / √(2π(1+δ)N), with J = (1+δ) ln(1+δ) − δ.

Each further photon multiplies the probability by approximately N/b = 1/(1+δ), and the geometric series sums to (1+δ)/δ. Therefore

P(n ≥ b) ≈ e^(−N J) √(1+δ) / [δ √(2πN)].

Replacing δ by −δ in the expansion of I gives J = (δ²/2)(1 − δ/3 + …). The exponent is now smaller than the Gaussian one. Matching to Q(k) as before gives

(k²/2)(η − δ/3) + η/2 − δ/2 = 0,

η = (δ/3)(k² + 3)/(k² + 1) ≈ (δ/3)(1 + 2/k²),

N ≈ k²/δ² + (k² + 2)/(3δ).

For the same k and δ this is 1225 + 51/0.60 = 1310. The next term of the exponent again changes the count by −k²/18, to about 1307, and summing the tail for N = b/1.2 with integer b gives 1307.5. The sign of the effect is confirmed by the summed upper tail at N = 1225, which is 6.204 × 10⁻¹², or 4.85 times the Gaussian value.

At seven standard deviations the Gaussian model is therefore cautious for underdose and too optimistic for an overdose limit at the same distance. The main cause is the positive skewness of the Poisson distribution: it reaches further above its mean than below it.

**9. Random yield beyond the variance**

The effective count is fixed by the mean and variance of S. The skewness of S can still differ from that of a Poisson count with mean N_eff. For any s > 0, the inequality e^(s(A−S)) ≥ 1 holds whenever S ≤ A, so

P(S ≤ A) ≤ e^(sA) ⟨e^(−sS)⟩.

For Poisson n, averaging over the yields and then over n gives

⟨e^(−sS)⟩ = Σₙ P(n) ⟨e^(−sg)⟩ⁿ = exp[N(⟨e^(−sg)⟩ − 1)].

Put A = (1−δ)N⟨g⟩ and expand to third order in s. The terms −sN⟨g⟩ and +sN⟨g⟩ cancel, and the exponent of the bound is

N [−sδ⟨g⟩ + s²⟨g²⟩/2 − s³⟨g³⟩/6].

The first two terms have their minimum at s = δ⟨g⟩/⟨g²⟩. The shift of the minimum caused by the cubic term affects the result only at higher order, so this s may be inserted directly. The exponent becomes

−(N_eff δ²/2) [1 + (δ/3)ρ], with ρ = ⟨g⟩⟨g³⟩/⟨g²⟩².

For a fixed yield ρ = 1, and the expansion of I is recovered. The Cauchy–Schwarz inequality, applied to g^(1/2) and g^(3/2), gives ⟨g²⟩² ≤ ⟨g⟩⟨g³⟩, so ρ ≥ 1. At this order, and at equal N_eff, a random yield therefore cannot raise the bound, and it lowers the bound when ρ > 1. A yield that is either zero or one fixed value has ρ = 1 and leaves the bound unchanged, because it only thins the photon count as in section 2.

For a Poisson yield of mean 4, ⟨g²⟩ = 16 + 4 = 20 and ⟨g³⟩ = 64 + 48 + 4 = 116, so ρ = 4 × 116/400 = 1.16. The additional exponent is 24.5 × (0.20/3) × 0.16 ≈ 0.26, which multiplies the bound by about 0.77. The summed tail of the acid count is 1.561 × 10⁻¹³, which is 0.67 times the value for photons alone. The summed tail thus changes in the same direction as the bound, and by somewhat more. Without the expansion to third order, the bound is multiplied by 0.73. The remaining factor of about 0.92 lies in the prefactor. It arises because the limit itself is counted as a failure, and one photon is a coarser step than one acid. If the limit is not counted, the ratio of the summed tails is 0.80.

**10. From photon count to dose**

In atomic units ħ = 1, and a photon of angular frequency ω = 2πc/λ has energy

ε = 2πc/λ.

If the intensity decays with depth z as e^(−αz), a film of thickness t absorbs the fraction

f = ∫₀ᵗ α e^(−αz) dz = 1 − e^(−αt).

An incident energy per area F on a feature of area A brings FA/ε photons, of which N = fFA/ε are absorbed. Solving for F,

F = Nε/(Af), with N = N_eff ⟨g²⟩/⟨g⟩².

Take round model parameters: λ = 135 Å, a square feature of side 200 Å, t = 400 Å, α = 0.0005 Å⁻¹ and a Poisson yield of mean 4. The photon energy is 91.84 eV. The optical depth is αt = 0.2, so f = 0.1813. The yield factor is 1 + 1/4 = 1.25, and the required absorbed count is

N = 1225 × 1.25 ≈ 1531.

The mean acid count is 6125, and its failure limit is 0.8 × 6125 = 4900. These numbers assume an unlimited supply of acid generator. In the feature volume of 16000 nm³ they amount to 0.38 acids per nm³. A film of density 1.2 g/cm³ with 20 percent by weight of a generator of molar mass 562 g/mol holds only about 0.26 generator molecules per nm³. In such a film the generator would run short and the yields would no longer be independent, so the example illustrates the formulas and does not describe that resist. About 8447 photons must be incident on the feature, since fewer than one in five is absorbed. The dose is

F = 1531 × 91.84 / (40000 × 0.1813) ≈ 19.4 eV/Å²,

which is 31.1 mJ/cm².

Among 10¹⁰ independent features the Gaussian model predicts 10¹⁰ × 1.280 × 10⁻¹² ≈ 0.013 failures. This is an expected number: most such sets would contain none. With Poisson photons and a fixed yield, at the same effective count, the expectation falls to about 0.0023.

Halving the side to 100 Å at fixed film thickness divides the area by four, and the formula then gives a dose of 77.6 eV/Å². This shows only how the dose scales with area: the model would need 1.5 acids per nm³, more than the 1.3 molecules per nm³ in the pure generator described above. A stronger absorber reduces the required dose through f, and in this model it does not change the number of absorbed photons needed, because the photons are counted over the whole depth of the film. The ratio of the local dose at the bottom to the depth average is αt e^(−αt) / (1 − e^(−αt)). The bottom is thus about 10 percent below the average at αt = 0.2 and about 23 percent below it at αt = 0.5. If the film must be exposed through its full depth, this shortfall uses up part or all of the 20 percent margin.

**11. When the estimate fails**

The estimate spends the whole margin on photon noise. Suppose instead that the mean dose of a feature is low by a fraction b < δ, while the failure limit stays at (1−δ)N, with N the nominal effective count. The mean is then (1−b)N, its distance to the limit is (δ−b)N, and the standard deviation is √((1−b)N). The requirement becomes

(δ−b)N = k √((1−b)N), or N = k²(1−b)/(δ−b)².

The count grows without bound as b approaches δ. Systematic dose error and photon noise therefore compete for the same margin.

Independent noise from the resist or from development would add to the variance of S and lower N_eff for a given number of absorbed photons. Correlations between neighbouring features alter the chance that failures occur together. They leave the expected number of failures unchanged, because expectations add, provided that the count distribution of each single feature stays the same. A dose fluctuation shared by many features does not meet this condition: it also broadens the distribution of each count, and so raises the expected number of failures in the example above.

Finally, expansion (B) needs small δ and a large count k²/δ². Large k was used in the derivation, but the result is not confined to it. Skewness shifts the quantile at k standard deviations by (k² − 1)/6 counts and the included limit adds half a count, so δN = k√N − (k² − 4)/6, which gives (B) for any fixed k. At k = 1 and δ = 0.01 the Poisson tail requires about 99.7 photons more than k²/δ², against 100 from (B), whereas the unexpanded fraction would give 33. When the tolerated underdose is a large fraction of the mean, the required count is small, the steps between whole photons matter, and the Poisson sum should be evaluated directly. The numerical output below lists the values computed by the program; the other numbers in these notes follow from the formulas or from tail sums of the same kind.

Values computed for the example and the checks

```
Tolerated underdose: 20 percent
Standard deviations to the limit: 7
Required effective count, formula: 1225 photons
Required effective count, root of tail: 1225.000 photons
Standard deviation of that count: 35.0 photons
Relative standard deviation: 2.857 percent
Failure limit: 980 photons
Required count at 10 percent, 7 sigma: 4900 photons
Required count at 20 percent, 6 sigma: 900 photons
Gaussian one-sided tail: 1.280e-12
Poisson lower tail, same mean: 2.329e-13
Poisson lower tail, asymptotic: 2.366e-13
Poisson upper tail, same mean: 6.204e-12
Gaussian tail / Poisson lower tail: 5.50
Poisson upper tail / Gaussian tail: 4.85
Gaussian exponent N delta^2/2: 24.500
Poisson lower-tail exponent: 26.319
Poisson count for the Gaussian tail value: 1150 photons
Number of features: 1.0e+10
Expected failures, Gaussian: 0.0128
Expected failures, Poisson photons: 0.00233
Wavelength: 135 angstrom
Photon energy: 91.84 eV
Feature side: 200 angstrom
Film thickness: 400 angstrom
Absorption coefficient: 0.0005 per angstrom
Absorbed fraction: 0.1813
Mean acid yield: 4 acids per absorbed photon
Yield noise factor <g^2>/<g>^2: 1.25
Actual absorbed photons required: 1531.25
Incident photons required: 8447
Mean acid count: 6125 acids
Acid failure limit: 4900 acids
Exact lower tail of acid count: 1.561e-13
Required incident dose: 19.40 eV/angstrom^2
Required incident dose, converted: 31.1 mJ/cm^2
Dose at half the side: 77.58 eV/angstrom^2
```
